\section*{The Dirac Propagator to Second Order in a Constant Field}

\section{A uniform magnetic field}

Put a Dirac field of charge $e$ and mass $m$ in a uniform magnetic field $B$ along $z$. Units are $\hbar=c=1$ with Heaviside--Lorentz fields, and $b=|eB|$. The Hamiltonian is $H=\boldsymbol\alpha\cdot\boldsymbol\Pi+\beta m$, where $\boldsymbol\Pi$ is the kinetic momentum. Its square is
\begin{equation}
H^2=m^2+p_z^2+\boldsymbol\Pi_\perp^2-b s,\qquad s=\pm1,
\end{equation}
where $s$ is the spin projection, with its sign chosen so that $s=+1$ lowers the energy. The two components of $\boldsymbol\Pi_\perp$ have a commutator of magnitude $b$, so $\boldsymbol\Pi_\perp^2$ is an oscillator with eigenvalues $(2k+1)b$, $k=0,1,\dots$ Adding the spin term gives
\begin{equation}
E_n^2=m^2+p_z^2+2nb,\qquad g_0=1,\quad g_{n\ge1}=2 .
\end{equation}
The weight $g_n$ counts states of one sign of energy. Both signs occur equally often, because $\beta\gamma_5$ anticommutes with $H$. Each level holds $b/2\pi$ states per unit area: this is the free density $d^2p_\perp/(2\pi)^2=d(p_\perp^2)/4\pi$ over one spacing $2b$.

For a static magnetic field the one-loop Lagrangian $L$ is minus the vacuum energy density. Filling the negative levels gives
\begin{equation}
L=\frac{b}{2\pi}\sum_n g_n\int\frac{dp_z}{2\pi}\,E_n,\qquad
\frac{\partial L}{\partial m}=\frac{b}{2\pi}\sum_n g_n\int\frac{dp_z}{2\pi}\,\frac{m}{E_n}.
\end{equation}
Both expressions diverge, but the field-dependent part of the second can be isolated.

\section{First derivation: the filled sea}

Cut the longitudinal momentum at $|p_z|<P$, with $P$ far above the transverse energies retained. Then
\begin{equation}
\int_{-P}^{P}\frac{dp_z}{E_n}\simeq\ln(4P^2)-\ln(m^2+2nb).
\end{equation}
End the level sum at $n=N$ with half weight, so that the weights add to $1+2(N-1)+1=2N$. The zero-field expression replaces the sum by $2\int_0^N dn$, which contains the same number of states. The constant $\ln(4P^2)$ therefore cancels in the difference. With $f(n)=\ln(m^2+2nb)$,
\begin{equation}
\left.\frac{\partial L}{\partial m}\right|_B-\left.\frac{\partial L}{\partial m}\right|_0
=-\frac{mb}{4\pi^2}\,2\left[\tfrac12f(0)+f(1)+\dots+\tfrac12f(N)-\int_0^Nf\,dn\right].
\label{sea}
\end{equation}
The bracket is the error of the trapezoid rule. The Euler--Maclaurin formula gives it as $[f'(N)-f'(0)]/12-[f'''(N)-f'''(0)]/720+\dots$, and the terms at $N$ vanish as $N\to\infty$. Since $f'(0)=2b/m^2$ and $f'''(0)=16b^3/m^6$, twice the bracket is $-b/(3m^2)+2b^3/(45m^6)+\dots$ From here on $\partial L/\partial m$ denotes the field-dependent part:
\begin{equation}
\frac{\partial L}{\partial m}=\frac{b^2}{12\pi^2m}-\frac{b^4}{90\pi^2m^5}+\dots
=\frac{b^2}{12\pi^2m}\left[1-\frac{2}{15}\frac{b^2}{m^4}+\dots\right].
\label{weak}
\end{equation}

Without the spin term the levels would be $(2k+1)b$, each with weight 2. The sum would then be a midpoint rule, whose leading error is $+f'(0)/24$ instead of $-f'(0)/12$. Orbital motion alone thus gives $-\tfrac12$ of the leading term, and spin supplies the remaining $\tfrac32$.

The limit $N\to\infty$ can also be taken in closed form. Write $-\ln M^2=\int_0^\infty\frac{ds}{s}(e^{-M^2s}-e^{-s})$ for each level, $M^2=m^2+2nb$. The $e^{-s}$ terms cancel between sum and integral. With $\sum_n g_ne^{-2nbs}=\coth(bs)$ and $2\int_0^\infty dn\,e^{-2nbs}=1/(bs)$,
\begin{equation}
\frac{\partial L}{\partial m}=\frac{m}{4\pi^2}\int_0^\infty\frac{ds}{s^2}\,e^{-m^2s}\,[\,bs\coth(bs)-1\,].
\label{proper}
\end{equation}

To pass from a magnetic field to a general constant field at quadratic order, use Lorentz invariance and parity. The one available scalar is $F^2\equiv F_{\mu\nu}F^{\mu\nu}=2(B^2-E^2)$, so $b^2\to e^2F^2/2$ and
\begin{equation}
\frac{\partial L_2}{\partial m}=\frac{e^2F^2}{24\pi^2m}.
\label{target}
\end{equation}

\section{Second derivation: the propagator}

\subsection{The potential from the field strength}

Take the metric $(+,-,-,-)$, $F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu$, and the Fock--Schwinger gauge $x^\mu A_\mu(x)=0$ with $A$ regular at the origin. Differentiating the gauge condition at the point $y=\alpha x$ gives $A_\mu(y)=-y^\nu\partial_\mu A_\nu(y)$. Hence
\begin{equation}
\frac{d}{d\alpha}\big[\alpha A_\mu(\alpha x)\big]=A_\mu(y)+y^\nu\partial_\nu A_\mu(y)=y^\nu F_{\nu\mu}(y).
\end{equation}
Integration from 0 to 1 yields
\begin{equation}
A_\mu(x)=\int_0^1d\alpha\,\alpha\,x^\nu F_{\nu\mu}(\alpha x).
\end{equation}
The $n$th Taylor term of $F$ carries $\int_0^1\alpha^{n+1}d\alpha/n!=1/[n!(n+2)]$, so
\begin{equation}
A_\mu=\tfrac12x^\nu F_{\nu\mu}(0)+\tfrac13x^\nu x^\alpha\partial_\alpha F_{\nu\mu}(0)+\tfrac18x^\nu x^\alpha x^\beta\partial_\alpha\partial_\beta F_{\nu\mu}(0)+\dots
\end{equation}
For a uniform magnetic field this is $\mathbf A=\tfrac12\mathbf B\times\mathbf x$. From now on $F$ is constant and the first term is the whole potential.

\subsection{The squared equation}

Let $\Pi_\mu=i\partial_\mu-eA_\mu$, and write $\hat a=\gamma^\mu a_\mu$ for any vector. The propagator obeys $(\hat\Pi-m)S(x,0)=\delta^4(x)$, with $m^2\to m^2-i\epsilon$. Set $S(x,0)=\int\frac{d^4p}{(2\pi)^4}e^{-ip\cdot x}S(p)$. Since $x^\nu e^{-ip\cdot x}=i\partial^\nu e^{-ip\cdot x}$ with $\partial^\nu=\partial/\partial p_\nu$, integration by parts turns $x^\nu$ into $-i\partial^\nu$ acting on $S(p)$. With $A_\mu=-\tfrac12F_{\mu\nu}x^\nu$,
\begin{equation}
\Pi_\mu=p_\mu-\tfrac{ie}{2}F_{\mu\nu}\partial^\nu .
\end{equation}

Let $\sigma^{\mu\nu}=\frac i2[\gamma^\mu,\gamma^\nu]$, so that $\gamma^\mu\gamma^\nu=g^{\mu\nu}-i\sigma^{\mu\nu}$. Because $[\Pi_\mu,\Pi_\nu]=-ieF_{\mu\nu}$,
\begin{equation}
\hat\Pi^2=\Pi^2-\tfrac i2\sigma^{\mu\nu}[\Pi_\mu,\Pi_\nu]=\Pi^2-\Sigma,\qquad \Sigma=\tfrac e2\sigma^{\mu\nu}F_{\mu\nu}.
\end{equation}
Therefore $S=(\hat\Pi+m)G$ with $(\Pi^2-\Sigma-m^2)G=1$. Antisymmetry of $F$ removes the ordering term in $\Pi^2$:
\begin{equation}
\Pi^2=p^2-ie\,p^\mu F_{\mu\nu}\partial^\nu-\tfrac{e^2}{4}F_{\mu\nu}F^{\mu}{}_{\lambda}\partial^\nu\partial^\lambda .
\end{equation}

Put $D=1/(p^2-m^2)$ and $v_\mu=F_{\mu\nu}p^\nu$. The middle term of $\Pi^2$ annihilates any function of $p^2$, because $p^\mu F_{\mu\nu}p^\nu=0$. Order by order, $G_0=D$, $G_1=\Sigma D^2$, and
\begin{equation}
G_2=D\left[\Sigma G_1+\tfrac{e^2}{4}F_{\mu\nu}F^{\mu}{}_{\lambda}\partial^\nu\partial^\lambda D\right].
\end{equation}
From $\partial^\nu D=-2p^\nu D^2$ follows $\partial^\nu\partial^\lambda D=-2g^{\nu\lambda}D^2+8p^\nu p^\lambda D^3$, and so
\begin{equation}
G_2=\left(\Sigma^2-\tfrac12e^2F^2\right)D^3+2e^2v^2D^4 .
\label{G2}
\end{equation}

To reduce $\Sigma^2$, expand $(\sigma^{\mu\nu}F_{\mu\nu})^2$. Equal index pairs contribute $4\sum_{\mu<\nu}F_{\mu\nu}F^{\mu\nu}=2F^2$, since $(\sigma^{\mu\nu})^2=g^{\mu\mu}g^{\nu\nu}$ without summation. Pairs sharing one index anticommute and cancel. Disjoint pairs give products of four different $\gamma$ matrices, proportional to $\gamma_5$; call their sum $2\mathcal P$. Thus
\begin{equation}
\Sigma^2=\tfrac{e^2}{2}(F^2+\mathcal P),\qquad \mathcal P=\tfrac12(\sigma^{\mu\nu}F_{\mu\nu})^2-F^2,
\end{equation}
where $\mathcal P$ is traceless and anticommutes with every $\gamma^\mu$. The $F^2$ terms in (\ref{G2}) cancel, leaving $G_2=\tfrac12e^2\mathcal PD^3+2e^2v^2D^4$.

\subsection{Returning to the Dirac propagator}

The identity $[\gamma^\lambda,\sigma^{\mu\nu}]=2i(g^{\lambda\mu}\gamma^\nu-g^{\lambda\nu}\gamma^\mu)$ gives
\begin{equation}
[\hat p,\Sigma]=-2ie\,\hat v .
\label{comm}
\end{equation}
At first order, $\hat\Pi+m$ acts on $G_1$ through $\hat p+m$ and on $G_0$ through its derivative:
\begin{equation}
S_1=\left[(\hat p+m)\Sigma+ie\hat v\right]D^2=\tfrac12\{\hat p+m,\Sigma\}D^2,
\end{equation}
because $ie\hat v=-\tfrac12[\hat p,\Sigma]$. At second order $\partial^\nu D^2=-4p^\nu D^3$, and
\begin{equation}
S_2=(\hat p+m)G_2+2ie\,\hat v\Sigma D^3 .
\end{equation}
Split the last product as $2ie\,\hat v\Sigma=ie[\hat v,\Sigma]+ie\{\hat v,\Sigma\}$. Equation (\ref{comm}) holds for any vector, so with $w_\mu=F_{\mu\nu}v^\nu$ the commutator part is $ie(-2ie)\hat w=2e^2\hat w$. The anticommutator part is
\begin{equation}
ie\{\hat v,\Sigma\}=-\tfrac12\{[\hat p,\Sigma],\Sigma\}=-\tfrac12[\hat p,\Sigma^2]
=-\tfrac{e^2}{4}[\hat p,\mathcal P]=-\tfrac{e^2}{2}\hat p\mathcal P .
\end{equation}
It cancels the term $\tfrac12e^2\hat p\mathcal PD^3$ from $\hat pG_2$. The propagator is $S_0+S_1+S_2$ with $S_0=(\hat p+m)D$ and
\begin{equation}
S_2=e^2D^3\left(\tfrac12m\mathcal P+2\hat w\right)+2e^2v^2(\hat p+m)D^4 .
\label{S2}
\end{equation}
The position-space Dirac equation was tested order by order at a spacelike point for a field with both electric and magnetic parts.

\subsection{The coincident trace}

The determinant gives the effective action $\Gamma=-i\,\mathrm{Tr}\ln(\hat\Pi-m)$, hence
\begin{equation}
\frac{\partial L}{\partial m}=i\,\mathrm{tr}\,S(x,x).
\end{equation}
This quantity is gauge invariant and, in a constant field, independent of $x$, so the origin of the gauge may serve as $x$. The trace of $S_1$ vanishes after integration: its mass term is traceless and its other term is odd in $p$. In (\ref{S2}) the trace keeps the unit matrix:
\begin{equation}
\mathrm{tr}\,S_2(p)=8e^2m\,v^2D^4 .
\end{equation}
Under the integral $p^\nu p^\lambda\to\tfrac14g^{\nu\lambda}p^2$, so $v^2\to\tfrac14F^2p^2$. Rotate $p^0=ip_4$ and set $s=p_E^2=-p^2$; then $d^4p/(2\pi)^4\to i\,s\,ds/16\pi^2$ and
\begin{equation}
\int\frac{d^4p}{(2\pi)^4}\,p^2D^4=-\frac{i}{16\pi^2}\int_0^\infty\frac{s^2\,ds}{(s+m^2)^4}=-\frac{i}{48\pi^2m^2}.
\end{equation}
The substitution $u=s/(s+m^2)$ reduces the last integral to $m^{-2}\int_0^1u^2du$. Therefore
\begin{equation}
\mathrm{tr}\,S_2(0,0)=2e^2mF^2\left(-\frac{i}{48\pi^2m^2}\right)=-\frac{ie^2F^2}{24\pi^2m},
\end{equation}
and multiplication by $i$ reproduces (\ref{target}).

The unreduced form (\ref{G2}) shows the roles of spin and orbit. Since $\mathrm{tr}\,S=m\,\mathrm{tr}\,G$ after integration and $\int\frac{d^4p}{(2\pi)^4}D^3=-i/(32\pi^2m^2)$, the $\Sigma^2$ term yields $-ie^2F^2/(16\pi^2m)$, which is $\tfrac32$ of the total. The other terms yield $+ie^2F^2/(48\pi^2m)$, or $-\tfrac12$, as in the level sum.

\section{The weak-field Lagrangian}

Integrating (\ref{target}) over $m$ produces a constant, which is absorbed in a cutoff $\Lambda$:
\begin{equation}
L_2=-\frac{e^2F^2}{48\pi^2}\ln\frac{\Lambda^2}{m^2},\qquad
-\tfrac14F^2+L_2=-\tfrac14F^2\left[1+\frac{e^2}{12\pi^2}\ln\frac{\Lambda^2}{m^2}\right].
\end{equation}
This is charge renormalization. Rescaling the field to restore the Maxwell term divides $e^2$ by the bracket, so the charge seen in weak, slowly varying fields is smaller than the bare one.

The quartic part of the weak-field Lagrangian lies beyond $S_2$; in the coincident trace it comes from $S_4$. For a magnetic field the level sum already supplies it. Integrating the second term of (\ref{weak}), with the condition that it vanish for infinite mass, gives $L_4=b^4/(360\pi^2m^4)$.

Two other fields are instructive. For a purely electric field, $\partial L_2/\partial m=-e^2E^2/(12\pi^2m)$, opposite in sign to the magnetic case. For perpendicular fields with $E=B$, $F^2=0$ and the quadratic Lagrangian vanishes, although $S_2(p)$ does not: $v^2$ is nonzero at general $p$, and its contribution to the trace integrates to zero once $p^0$ is rotated.

\section{What each derivation assumes}

Both derivations are at one loop, in a constant field, with $m\neq0$. The expansion parameter is $b/m^2$, so the truncated results lose accuracy as $b$ approaches $m^2$ and fail as $m\to0$ at fixed field. The series (\ref{weak}) is only asymptotic. Its Euler--Maclaurin coefficients grow factorially, so it diverges for every $b\neq0$: at $b/m^2=0.23$ the error is smallest after about seven terms, and at $b=m^2$ after two. In a magnetic field with $b=m^2$, the second-order $\partial L/\partial m$ is about 9\% too large. The free propagator at spacelike separation decays over a distance $1/m$. Dropping the gradient terms of $A_\mu$ thus requires a field that varies little over that length.

The level sum needs a stable vacuum with a known spectrum. A uniform magnetic field provides one; a uniform electric field does not, since its potential energy falls without limit. The sum also needs a rule for comparing two divergent quantities, here equal numbers of states with a common $P$, and it relies on Lorentz invariance and parity to reach general fields. In return it keeps the full dependence on $b$.

The propagator derivation needs neither a spectrum nor a cutoff, because the second-order trace converges. It treats electric and magnetic fields together and yields the full momentum dependence of $S_2$. Its limitation is the order in $F$. In an electric field no finite order gives the imaginary part of $L$ that describes pair creation, which varies as $e^{-\pi m^2/|eE|}$. It is negligible for $|eE|\ll m^2$, but at $|eE|=m^2$ the imaginary part of $\partial L/\partial m$ is about an eighth of the real part. Agreement at order $F^2$ supports the counting rule of the level sum independently.

\section{An electron vacuum at $10^9$ tesla}

For the electron, $m^2c^2/(e\hbar)=4.414\times10^9$ T. A field of $10^9$ T therefore has $b/m^2=1/4.414=0.2266$, weak enough for the expansion and strong enough to show its first correction. In units of $m^3$, with $m$ the electron mass,
\begin{align}
\frac{b^2}{12\pi^2}&=\frac{0.051326}{118.435}=4.334\times10^{-4},\\
-\frac{b^4}{90\pi^2}&=-2.97\times10^{-6}.
\end{align}
Their sum is $4.304\times10^{-4}$. The full level sum gives $4.3055\times10^{-4}$, as does the integral (\ref{proper}). The second-order propagator thus overestimates the one-loop value by $0.65\%$ of that value, and the quartic term slightly overcorrects: the excess is $2.81\times10^{-6}$ and the term is $-2.97\times10^{-6}$, which leaves the sum $1.5\times10^{-7}$ below the full value.

The logarithm becomes visible when the fermion mass is doubled at fixed bare charge, cutoff and field. The second-order change is
\begin{equation}
\Delta L_2=\frac{b^2}{12\pi^2}\ln2=3.004\times10^{-4}\,m^4=4.27\times10^{20}\ \mathrm{J/m^3},
\end{equation}
against $4.26\times10^{20}\ \mathrm{J/m^3}$ from the full level sum. The quartic correction matters less here because $b/m^2$ falls as the mass grows. Relative to the Maxwell energy density $B^2/2\mu_0=3.98\times10^{23}\ \mathrm{J/m^3}$, the second-order change is $1.07\times10^{-3}$. Since $L$ is minus the energy density, the heavier fermion leaves the magnetic energy lower by about one part in a thousand: it screens less.

The numerical output also covers a field with both electric and magnetic parts, for which direct four-dimensional quadrature of $\mathrm{tr}\,S_2$ agrees with the formula to all printed digits. At $b/m^2=0.02$ the level sum without the spin term gives an orbital share of $-0.500$ of the second-order value, and its difference from the full sum gives a spin share of $1.500$. These numbers leave out higher loops.

\section*{Computed values}
\begin{verbatim}
General test field, m = 1.3, fields in the same mass unit squared
eE components: 0.3 -0.2 0.5 (mass^2)
eB components: 0.4 0.7 -0.1 (mass^2)
e^2 F^2: 0.5600 (mass^4)
closed form vs recursion, largest rel. error: 1.5e-15
position-space equation, largest rel. error: 5.2e-16
Im tr S2(0,0), quadrature: -1.81858535e-03 (mass^3)
Im tr S2(0,0), formula: -1.81858535e-03 (mass^3)
Landau-level sum at weak field
eB/m^2: 0.02 (dimensionless)
full dL/dm over second order: 0.9999467
orbital part over second order: -0.49995
spin part over second order: 1.49990
(ratio - 1)/(eB/m^2)^2: -0.13327
weak-field coefficient -2/15: -0.13333
Electron vacuum in a magnetic field
B: 1.000e+09 T
critical field m^2 c^2/(e hbar): 4.41401e+09 T
eB/m^2: 0.226552 (dimensionless)
dL/dm, second order: 4.333645e-04 m^3
dL/dm, quartic correction: -2.965694e-06 m^3
dL/dm, second order plus quartic: 4.303988e-04 m^3
dL/dm, full Landau sum: 4.305515e-04 m^3
dL/dm, proper-time integral: 4.305515e-04 m^3
second order over full, minus one: 0.6534 %
Change of L when the fermion mass is doubled
second order: 3.003854e-04 m^4
quartic correction: -6.950846e-07 m^4
full Landau sum: 2.997101e-04 m^4
energy-density unit m^4: 1.42178e+24 J/m^3
second order: 4.27081e+20 J/m^3
full Landau sum: 4.26120e+20 J/m^3
B^2/(2 mu0): 3.97887e+23 J/m^3
second order over B^2/(2 mu0): 1.073371e-03
\end{verbatim}
